\section*{The Surface-State Pole of a Dimerized Chain and Its Residue}

\section*{The question}

A semi-infinite chain has sites $n=1,2,3,\dots$ with one orthonormal orbital $|n\rangle$ on each. All on-site energies equal $e_0$. The hopping is $v>0$ on the bonds 1--2, 3--4, \dots\ and $w>0$ on the bonds 2--3, 4--5, \dots:
\begin{equation}
H=e_0\sum_{n\ge1}|n\rangle\langle n|
+\sum_{m\ge1}\Big[v\,|2m-1\rangle\langle 2m|+w\,|2m\rangle\langle 2m+1|+\text{h.c.}\Big].
\end{equation}
Electrons do not interact, and the end of the chain is unperturbed. Write $z=E-e_0$ and define the surface Green function
\begin{equation}
g(E)=\langle 1|(E-H)^{-1}|1\rangle ,
\end{equation}
first for complex $E$ and then, by continuation, for real $E$ outside the bands. Energies are in hartree.

\section*{Part (a)}

\textit{State what a pole of $g$ and its residue mean. Derive a closed equation for $g$.}

\subsection*{Answer}

Insert the complete set of eigenstates of $H$. With bound states $|b\rangle$ of energy $E_b$ and a continuum of end-site spectral density $A$,
\begin{equation}
g(E)=\sum_b\frac{|\langle1|b\rangle|^2}{E-E_b}+\int\frac{A(x)\,dx}{z-x},\qquad A\ge0 .
\label{spectral}
\end{equation}
A pole marks a normalizable state. Its residue is the probability of finding that state on the end site, so it lies between 0 and 1.

To find $g$, solve $(E-H)|x\rangle=|1\rangle$, for which $x_1=g$. The component on site 1 reads
\begin{equation}
z x_1-v x_2=1 .
\end{equation}
Let $H'$ be the Hamiltonian of the chain that starts at site 2, and let $h$ be its end Green function. The remaining components obey $(E-H')|x'\rangle=v x_1|2\rangle$, so $x_2=h v x_1$. Hence $x_1(z-v^2h)=1$.

The same argument removes site 2, whose bond to the rest is $w$. The chain left over starts at site 3 with a bond $v$ and is identical to the original one, so its end Green function is again $g$:
\begin{equation}
g=\frac{1}{z-v^2h},\qquad h=\frac{1}{z-w^2g}.
\label{recursion}
\end{equation}
Substituting $h$ gives
\begin{equation}
g=\frac{z-w^2g}{z(z-w^2g)-v^2}.
\end{equation}
Multiplying by the denominator gives $z^2g-zw^2g^2-v^2g=z-w^2g$. With all terms on one side,
\begin{equation}
zw^2g^2-(z^2+w^2-v^2)\,g+z=0 .
\label{quadratic}
\end{equation}

\section*{Part (b)}

\textit{Solve this equation and identify the physical root.}

\subsection*{Answer}

The discriminant is a difference of squares:
\begin{align}
R^2&=(z^2+w^2-v^2)^2-4z^2w^2\nonumber\\
&=\big[(z-w)^2-v^2\big]\big[(z+w)^2-v^2\big]\nonumber\\
&=\big[z^2-(v+w)^2\big]\big[z^2-(v-w)^2\big].
\label{Rsq}
\end{align}
The last line pairs the factor $z-w-v$ with $z+w+v$, and $z-w+v$ with $z+w-v$. The roots are
\begin{equation}
g=\frac{z^2+w^2-v^2-R}{2zw^2},
\label{closed}
\end{equation}
once the sign of $R$ is fixed. Define, with principal square roots,
\begin{equation}
R=z^2\sqrt{1-\frac{(v+w)^2}{z^2}}\,\sqrt{1-\frac{(v-w)^2}{z^2}} .
\label{R}
\end{equation}
A principal root $\sqrt{1-a^2/z^2}$ is discontinuous only across real $z$ with $|z|<a$. For $|z|<|v-w|$ both roots change sign across the real axis, so their product is continuous there. The cuts of $R$ are therefore the two bands $|v-w|\le|z|\le v+w$. At $z=0$ with $v\ne w$, $R$ stays bounded and extends analytically.

At large $|z|$ the definition gives $R\to z^2$. Since $(z^2+w^2-v^2-R)(z^2+w^2-v^2+R)=4z^2w^2$,
\begin{equation}
g=\frac{2z}{z^2+w^2-v^2+R}\;\to\;\frac{2z}{2z^2}=\frac1z ,
\end{equation}
as the definition of $g$ requires. The opposite sign of $R$ would give $g\to z/w^2$, which grows. Off the real axis $R\neq0$, so the two roots never meet there, and the choice made at large $|z|$ holds throughout each half-plane.

\section*{Part (c)}

\textit{Find every pole of $g$ on the physical sheet and its residue. Treat $v<w$, $v>w$ and $v=w$.}

\subsection*{Answer}

The numerator of (\ref{closed}) is finite at every finite $z$. A pole can occur only where the denominator vanishes, at $z=0$, that is $E=e_0$. Whether it does occur depends on the sign of $R(0)$.

Take $v\ne w$ and approach along $z=iy$ with $y>0$. From (\ref{Rsq}),
\begin{equation}
R^2=\big[y^2+(v+w)^2\big]\big[y^2+(v-w)^2\big]>0 .
\end{equation}
So $R$ is real and has no zero on this line. At large $y$ it tends to $z^2=-y^2$, which is negative. Being continuous, it remains negative down to $y=0$:
\begin{equation}
R(0)=-(v+w)|v-w|=-|w^2-v^2| .
\end{equation}
The residue is therefore
\begin{equation}
Z=\lim_{z\to0}z\,g=\frac{w^2-v^2+|w^2-v^2|}{2w^2}.
\end{equation}

For $v<w$ the two terms add:
\begin{equation}
\boxed{\,Z=1-\left(\frac{v}{w}\right)^2\quad\text{at }E=e_0,\qquad v<w.\,}
\label{Z}
\end{equation}
For $v>w$ they cancel, and $g$ has no pole. Formula (\ref{Z}) must not be continued into this region. The value $1-(v/w)^2<0$ is there the residue of the rejected root, obtained by reversing the sign of $R$, and a negative number cannot be a probability.

For $v=w$ the gap closes, and on $z=iy$ one has $R=-y\sqrt{y^2+4w^2}$. Then
\begin{equation}
g=\frac{-y^2+y\sqrt{y^2+4w^2}}{2iyw^2}
=-i\,\frac{\sqrt{y^2+4w^2}-y}{2w^2}\;\to\;-\frac{i}{w},
\end{equation}
which is finite, so there is no pole.

\section*{Part (d)}

\textit{For $v<w$, construct the surface state and confirm the residue. What happens to the pole if the end site alone is shifted by a small energy $U$?}

\subsection*{Answer}

At $E=e_0$ the Schr\"odinger equation says that the hopping terms into each site sum to zero. Site 1 gives $v\psi_2=0$. Site $2m+1$ gives $w\psi_{2m}+v\psi_{2m+2}=0$, so all even-site amplitudes vanish in turn. Site $2m$ gives
\begin{equation}
v\psi_{2m-1}+w\psi_{2m+1}=0\quad\Rightarrow\quad
\psi_{2m+1}=\left(-\frac vw\right)^m\psi_1 .
\end{equation}
Normalization requires a convergent geometric series, hence $v<w$:
\begin{equation}
1=|\psi_1|^2\sum_{m=0}^{\infty}\left(\frac vw\right)^{2m}
=\frac{|\psi_1|^2}{1-(v/w)^2}.
\end{equation}
This gives $|\psi_1|^2=1-(v/w)^2$, in agreement with (\ref{Z}). As $v\to0$ the end orbital decouples and $Z\to1$. As $v\to w$ the state reaches ever deeper into the chain and $Z\to0$.

A shift $U$ of site 1 replaces $z$ by $z-U$ in the first of equations (\ref{recursion}) and leaves $h$ unchanged, so $1/g_U=1/g-U$. Near the pole $1/g\simeq z/Z$, and $g_U$ diverges at $z\simeq ZU$ to first order in $U$. The pole stays at $e_0$ only if the end site has the same energy as the others. The residue is thus the rate at which the energy of the surface state follows a shift of the end-site energy. It says nothing about other changes at the end: altering the first bond, or the energy of site 2, leaves the state at $e_0$, because its amplitude on the even sites is zero.

\section*{Part (e)}

\textit{Find the band part of the end-site spectral density and its total weight.}

\subsection*{Answer}

The density is $A=-\frac1\pi\,\text{Im}\,g(E+i0^+)$. Inside a band $R^2<0$, so $R$ is imaginary and is the only source of an imaginary part in (\ref{closed}). Its magnitude follows from (\ref{Rsq}), and its sign from $A\ge0$:
\begin{equation}
A(z)=\frac{\sqrt{\big[(v+w)^2-z^2\big]\big[z^2-(v-w)^2\big]}}{2\pi w^2|z|}.
\end{equation}
At large $|z|$, equation (\ref{spectral}) must reduce to $1/z$, so the pole and band weights add up to 1. The band weight is $(v/w)^2$ for $v<w$ and 1 for $v\ge w$.

\section*{Part (f)}

\textit{Take $e_0=-0.20$, $v=0.06$ and $w=0.10$ hartree. Give the bands, the pole and the probabilities on the first five sites. In a calculation at $E=e_0+i\eta$, how does $-\eta\,\text{Im}\,g$ approach the residue, and what restricts the use of a finite chain? Finally, exchange $v$ and $w$.}

\subsection*{Answer}

The inner band edges are $e_0\pm(w-v)=-0.20\pm0.04$, that is $-0.24$ and $-0.16$ hartree. The outer edges are $e_0\pm(w+v)$, that is $-0.36$ and $-0.04$ hartree. The pole lies at midgap, at $-0.20$ hartree ($-5.44$ eV), with
\begin{equation}
Z=1-(0.60)^2=0.64 .
\end{equation}
The amplitudes on sites 1 to 5 are $0.80,\,0,\,-0.48,\,0,\,0.288$, and the probabilities are $0.64,\,0,\,0.230,\,0,\,0.083$. The bands carry the remaining $0.36$ of the end-site weight.

For the broadening, set $D=w^2-v^2>0$. Expanding (\ref{Rsq}) gives $R^2=D^2-2(v^2+w^2)z^2+z^4$, and with the negative sign found in part (c),
\begin{equation}
R=-D+\frac{v^2+w^2}{D}z^2+O(z^4).
\end{equation}
The numerator of (\ref{closed}) becomes
\begin{equation}
z^2+D-R=2D+\frac{D-v^2-w^2}{D}z^2+O(z^4)=2D-\frac{2v^2}{D}z^2+O(z^4),
\end{equation}
so that
\begin{equation}
g=\frac{D}{w^2z}-\frac{v^2z}{w^2D}+O(z^3).
\end{equation}
At $z=i\eta$ the first term is $-iD/(w^2\eta)$ and the second is $-iv^2\eta/(w^2D)$. Therefore
\begin{equation}
-\eta\,\text{Im}\,g=Z+\frac{v^2}{w^2(w^2-v^2)}\,\eta^2+O(\eta^4).
\end{equation}
The coefficient is $0.0036/(0.01\times0.0064)=56.25$ hartree$^{-2}$. At $\eta=0.001$ hartree the formula gives $0.640056$, as does the linear solution of a long chain. At $\eta=0.01$ hartree it gives $0.6456$ against the computed $0.6455$; the difference comes from the higher orders.

If the finite chain has an even number $N$ of sites, it must be made long before $\eta$ is made small. In a finite chain with an even number of sites, the last site adds the condition $v\psi_{N-1}=0$ at $E=e_0$. All odd-site amplitudes then vanish too, and no state lies exactly at $e_0$. At fixed even length $-\eta\,\text{Im}\,g$ thus tends to 0 as $\eta\to0$. For odd $N$ this restriction is absent: the last site requires $w\psi_{N-1}=0$, which already holds, so a state lies exactly at $e_0$, and the truncated geometric series gives it the weight $Z/[1-(v/w)^{N+1}]$ on site 1. An even chain also ends on a bond $v$, so when it is long its far end carries the mirror image of the surface state. The two states combine into a pair close to $e_0$, and the sum of their weights on site 1 tends to $Z$ as $N\to\infty$. Diagonalization of a 400-site chain gives $0.64$ for this sum.

With the bonds exchanged, $v=0.10$ and $w=0.06$ hartree, the band edges are unchanged, because they depend on $v+w$ and $|v-w|$. The diagonalization of the even 400-site chain now finds no state outside the bands, and the bands carry the full end-site weight of 1. An odd chain still has its state at $e_0$, but for $v>w$ the amplitudes $(-v/w)^m$ grow along the chain, so the state sits at the far end and its weight on site 1 vanishes as $N\to\infty$. The rejected root has residue $1-(0.10/0.06)^2=-1.78$. The bulk band energies alone therefore do not decide whether the surface state exists; in this model, with an unperturbed end, the bond at which the chain is cut does: the state appears when the cut removes the stronger bond. The numerical check also scans $v/w$: the end-site weight of the gap states falls from $0.96$ at $v/w=0.2$ to $0.19$ at $0.9$, and is zero at $1.25$.

\section*{Computed values}
\begin{verbatim}
on-site energy e0 = -0.20 hartree
first bond v = 0.06 hartree, second bond w = 0.10 hartree
ratio v/w = 0.60
inner band edges: -0.24 and -0.16 hartree
outer band edges: -0.36 and -0.04 hartree
gap width = 0.08 hartree = 2.177 eV
pole energy (diagonalization) = -0.200000 hartree = -5.442 eV
residue, formula 1-(v/w)^2 = 0.640000
residue, contour integral of g = 0.640000
residue, end-site weight from diagonalization = 0.640000
surface state, site 1: amplitude 0.8000, probability 0.6400
surface state, site 2: amplitude 0.0000, probability 0.0000
surface state, site 3: amplitude -0.4800, probability 0.2304
surface state, site 4: amplitude 0.0000, probability 0.0000
surface state, site 5: amplitude 0.2880, probability 0.0829
band weight on end site (quadrature) = 0.360000
broadening coefficient = 56.25 hartree^-2
-eta Im g at eta = 0.010 hartree: 0.645492
-eta Im g at eta = 0.003 hartree: 0.640505
-eta Im g at eta = 0.001 hartree: 0.640056
exchanged bonds: v = 0.10 hartree, w = 0.06 hartree
exchanged: number of states outside bands = 0
exchanged: physical residue magnitude = 0.000000
exchanged: residue of rejected root = -1.777778
exchanged: band weight on end site = 1.000000
equal bonds v = w = 0.10 hartree: eta|g| = 0.009950 at eta = 0.0010 hartree
equal bonds: eta|g| = 0.001000 at eta = 0.0001 hartree
scan v/w = 0.20: end-site weight of gap states = 0.9600
scan v/w = 0.40: end-site weight of gap states = 0.8400
scan v/w = 0.60: end-site weight of gap states = 0.6400
scan v/w = 0.80: end-site weight of gap states = 0.3600
scan v/w = 0.90: end-site weight of gap states = 0.1900
scan v/w = 1.25: end-site weight of gap states = 0.0000
\end{verbatim}
